\section*{Specular Grain Boundaries Parallel to the Current in an Isotropic Metal}

\section{Equal boundary area, different grain shapes}

A metal line a few tens of nanometres wide contains many grain boundaries, and electrons reflected by them can raise its resistance. Suppose three lines have the same boundary area per unit volume and identical boundaries, but differently shaped grains. If every piece of boundary contributed equally, the three resistivities would be equal. Brick-shaped grains provide a solvable counter-example.

Let the current flow along $x$, and let the grain edges be $D_x,D_y,D_z$. The boundaries are three families of flat planes, each running unbroken through the sample. One plane per length $D_i$ gives the area per volume
\begin{equation}
S=\frac1{D_x}+\frac1{D_y}+\frac1{D_z}.
\end{equation}
Bricks of $30\times30\times30$, $60\times24\times24$ and $20\times40\times40$ nm all have $S=0.100\ \mathrm{nm^{-1}}$.

The metal has the same spherical Fermi surface in every grain and isotropic bulk scattering, with mean free path $\lambda=v_F\tau$. An electron meeting a plane with normal $\mathbf n$ is reflected specularly with probability $R(\mu)$, where $\mu=|\hat{\mathbf v}\cdot\mathbf n|$, or transmitted undeflected with probability $1-R(\mu)$. Phase coherence between planes is neglected.

\section{The transport problem}

Write the distribution as $f=f_0+(-\partial f_0/\partial\varepsilon)\phi$, and let $U$ be the electron's potential energy in the applied field. To first order in the field, the stationary Boltzmann equation is
\begin{equation}
\mathbf v\cdot\nabla\phi+\mathbf v\cdot\nabla U=-\frac{\phi-\langle\phi\rangle}{\tau},
\end{equation}
where $\langle\cdot\rangle$ is an average over directions. Set $\psi=\phi+U$. Since $U$ does not depend on direction, $\psi-\langle\psi\rangle=\phi-\langle\phi\rangle$, and multiplication by $\tau$ gives
\begin{equation}
\lambda\hat{\mathbf v}\cdot\nabla\psi+\psi-\langle\psi\rangle=0. \label{eq:bte}
\end{equation}
Here $\Phi=\langle\psi\rangle$ is the local electrochemical energy. The particle current is $\mathbf J=Nv_F\langle\hat{\mathbf v}\psi\rangle$, with $N$ the density of states at the Fermi energy.

At a plane, each outgoing value is a weighted mean of two incoming ones:
\begin{equation}
\psi_{\rm out}=(1-R)\,\psi_{\rm in}^{\rm other\ side}+R\,\psi_{\rm in}^{\rm same\ side}. \label{eq:bc}
\end{equation}

\section{Solving the brick}

Try $\psi=\Phi(x)+g\hat v_x$ with constant $g$. Inside a grain, (\ref{eq:bte}) becomes $\lambda\hat v_x\Phi'+g\hat v_x=0$, so $\Phi'=-g/\lambda$.

At a plane normal to $y$ or $z$, neither reflection nor transmission changes $x$ or $\hat v_x$. Both incoming values in (\ref{eq:bc}) equal $\psi$, and $(1-R)\psi+R\psi=\psi$. The condition holds for any $R$ and any spacing.

At a plane normal to $x$, let $\Phi_L$ and $\Phi_R$ be the values on its left and right. For electrons leaving to the right,
\begin{equation}
\Phi_R+g\mu=(1-R)(\Phi_L+g\mu)+R(\Phi_R-g\mu).
\end{equation}
Collecting terms gives
\begin{equation}
(1-R)(\Phi_L-\Phi_R)=g\mu\,[1-(1-R)+R]=2Rg\mu. \label{eq:drop}
\end{equation}
Electrons leaving to the left give the same equation. The drop $\Phi_L-\Phi_R$ cannot depend on $\mu$, so the trial form works when $R/(1-R)=c/\mu$, that is,
\begin{equation}
R(\mu)=\frac{c}{c+\mu}.
\end{equation}
This is a model choice in which grazing electrons are reflected most. The drop is then $2cg$.

Over one period the total drop is $gD_x/\lambda+2cg$. The current is $J_x=Nv_Fg\langle\hat v_x^2\rangle=Nv_Fg/3$, with or without planes. Dividing the drop by its value without planes gives
\begin{equation}
\frac{\rho_{xx}}{\rho_0}=1+\frac{2c\lambda}{D_x}. \label{eq:brick}
\end{equation}
The lengths $D_y$ and $D_z$ are absent.

\subsection{Numbers}

Take $n=8.5\times10^{22}\ \mathrm{cm^{-3}}$, $\lambda=40$ nm and $c=0.2$. The bulk resistivity is $\rho_0=\hbar k_F/(ne^2\lambda)=1.64\ \mu\Omega\,$cm, and $2c\lambda=16$ nm. Hence
\begin{align}
30\times30\times30:&\quad 1+16/30=1.53,\quad \rho=2.52\ \mu\Omega\,\mathrm{cm},\\
60\times24\times24:&\quad 1+16/60=1.27,\quad \rho=2.08\ \mu\Omega\,\mathrm{cm},\\
20\times40\times40:&\quad 1+16/20=1.80,\quad \rho=2.96\ \mu\Omega\,\mathrm{cm}.
\end{align}
The added resistivity differs by a factor of three between the last two, at equal boundary area. Treating every plane as if the current crossed it would give $1+16\times0.1=2.6$ for all three.

The side planes are not idle. The mean of $|v_y|$ is $v_F/2$, so in the $60\times24\times24$ nm grains an electron meets planes normal to $y$ about $\lambda/(2D_y)=0.83$ times per bulk scattering time. The flux-averaged reflection probability, $2\int_0^1\mu R\,d\mu$, is 0.257, which makes about 0.21 reflections. These reverse $v_y$ and leave the current along $x$ untouched. A collision rate by itself does not determine a resistance.

As an independent check, 50\,000 simulated electrons were followed through these grains for 40 scattering times. Their diffusion tensor, inverted, gives $\rho/\rho_0=1.275,\,1.666,\,1.676$ along $x,y,z$; equation (\ref{eq:brick}), applied to each axis, gives $1.267,\,1.667,\,1.667$.

\section{The general statement and its proof}

\emph{Consider equally spaced parallel planes in the metal described above, with any $R(\mu)<1$ for $\mu>0$. For current at angle $\theta$ to the planes,}
\begin{equation}
\rho(\theta)=\rho_0+(\rho_{nn}-\rho_0)\sin^2\theta, \label{eq:tilt}
\end{equation}
\emph{where $\rho_{nn}$ is the resistivity for current normal to the planes. At $\theta=0$ the planes add nothing.}

The mechanical reason is that specular reflection changes the wavevector by
\begin{equation}
\Delta\mathbf k=-2(\mathbf k\cdot\mathbf n)\mathbf n .
\end{equation}
Its component along the current is proportional to the component of $\mathbf n$ in that direction, whose magnitude is $\sin\theta$.

\textbf{Tangential drive.} Let $t$ be a direction in the planes and $G$ a constant. The function $\psi_t=-Gt+G\lambda\hat v_t$ satisfies (\ref{eq:bte}), because $-G\lambda\hat v_t+G\lambda\hat v_t=0$. It satisfies (\ref{eq:bc}) because $t$ and $\hat v_t$ are unchanged at a plane and the probabilities sum to one. It is the bulk solution, so $\rho_{tt}=\rho_0$. It carries no normal current, since $\langle\hat v_n\hat v_t\rangle=0$.

\textbf{Normal drive.} Rotation about $\mathbf n$ leaves the planes and the drive unchanged. The solution therefore depends only on the normal coordinate and $\hat v_n$, and carries no tangential current. It defines $\rho_{nn}$.

\textbf{Uniqueness.} Let $\chi$ be the difference of two solutions with the same drop per period; it is periodic. Multiply its equation by $\chi$, average over directions and integrate over a period. The scattering term gives the integral of $\langle(\chi-\langle\chi\rangle)^2\rangle\ge0$. The gradient term gives, at each plane, a positive weight times the incoming squares minus the outgoing squares. For incoming values $a,b$ this difference is
\begin{equation}
a^2+b^2-[(1-R)a+Rb]^2-[Ra+(1-R)b]^2=2R(1-R)(a-b)^2\ge0 .
\end{equation}
The terms sum to zero, so each vanishes. Then $\chi$ is isotropic, (\ref{eq:bte}) makes it constant in each layer, and (\ref{eq:bc}) with $R<1$ makes neighbouring constants equal. A constant carries no current. The same argument covers the bricks.

\textbf{Superposition.} The equations are linear, so the resistivity tensor is diagonal in the axes $t,n$. A current density $j$ with components $j\cos\theta$ and $j\sin\theta$ needs fields $\rho_0j\cos\theta$ and $\rho_{nn}j\sin\theta$. Projecting the field on the current gives
\begin{equation}
\rho(\theta)=\rho_0\cos^2\theta+\rho_{nn}\sin^2\theta,
\end{equation}
which is (\ref{eq:tilt}). $\square$

The current direction is held fixed here, as in a narrow line where a transverse field builds up. If the field direction were fixed instead, the conductivities would be weighted by $\cos^2\theta$ and $\sin^2\theta$.

For a 30 nm spacing and the model law, $\rho_{nn}/\rho_0=1+16/30=1.53$. At $0^\circ,30^\circ,45^\circ,60^\circ,90^\circ$, equation (\ref{eq:tilt}) gives $1.000,1.133,1.267,1.400,1.533$; simulated electrons give $1.003,1.139,1.272,1.403,1.531$.

The value of $\rho_{nn}$ depends on the angular law even at the same flux-averaged reflection of 0.257. Numerical solution of (\ref{eq:bte}) gives $\rho_{nn}/\rho_0=1.67$ for constant $R$, and 1.42 for the thin-barrier form $R=s^2/(s^2+\mu^2)$, with $s$ a constant. The tangential value stays at $\rho_0$ for all these laws.

\section{When parallel boundaries do add resistance}

\subsection{Diffuse scattering}

Let a fraction $s$ of the electrons striking a plane leave in random directions, with no memory of $\hat v_x$. (This $s$ is unrelated to the barrier constant above.) Take planes normal to $y$, spacing $D$, current along $x$, and write $\psi=-Gx+G\lambda\hat v_xh$. Let $y$ be the normal distance from the last plane left. Since $\langle\psi\rangle=-Gx$, (\ref{eq:bte}) gives
\begin{equation}
\lambda\mu\frac{dh}{dy}=1-h,\qquad h=1-Ce^{-y/(\lambda\mu)} .
\end{equation}
Both sides of a plane are equivalent, so reflected and transmitted electrons bring the same $h$, and $h(0)=(1-s)h(D)$. With $\kappa=D/\lambda$,
\begin{equation}
1-C=(1-s)(1-Ce^{-\kappa/\mu})
\quad\Rightarrow\quad
C=\frac{s}{1-(1-s)e^{-\kappa/\mu}} .
\end{equation}
The average of $h$ across a layer is $1-C\mu(1-e^{-\kappa/\mu})/\kappa$. Averaging $\hat v_x^2$ over azimuth gives $(1-\mu^2)/2$, so
\begin{equation}
\frac{\sigma}{\sigma_0}=1-\frac{3s}{2\kappa}\int_0^1
\frac{(\mu-\mu^3)(1-e^{-\kappa/\mu})}{1-(1-s)e^{-\kappa/\mu}}\,d\mu .
\end{equation}
For $s=0$ the loss vanishes. For $\kappa\gg1$ the exponentials drop out, and the loss tends to $3s/(8\kappa)$.

At $D=30$ nm, $\kappa=0.75$. A diffuse fraction of 0.2 gives $\rho/\rho_0=1.10$, and fully diffuse planes give 1.62. The latter exceeds the 1.53 of specular planes crossed at right angles, so lying parallel to the current does not by itself make a boundary harmless. Orientation still matters for such planes: fully diffuse planes that send electrons to either side with equal probability give 2.87 when crossed at right angles.

\subsection{Anisotropic Fermi surfaces}

A flat, uniform plane conserves $k_x$, but in an anisotropic metal $v_x$ may still change. Suppose successive encounters switch $v_x$ between $v_1$ and $v_2$, with flight times $t_1,t_2$ and uniform $\tau$. Along the path, the response $q$ to the drive obeys $dq/dt=v_x-q/\tau$, and the contribution to conduction is $\int v_xq\,dt$. Without switching, $q=\tau v_i$.

Let $b_i$ be the deficit $\tau v_i-q$ at the start of flight $i$. It decays as $e^{-t/\tau}$, so with $e_i=e^{-t_i/\tau}$ the loss per pair of flights is $\tau\sum_i v_ib_i(1-e_i)$. Continuity of $q$ gives
\begin{equation}
b_1=\tau(v_1-v_2)+b_2e_2,\qquad b_2=\tau(v_2-v_1)+b_1e_1 .
\end{equation}
Substituting each into the other,
\begin{equation}
b_1=\frac{\tau(v_1-v_2)(1-e_2)}{1-e_1e_2},\qquad
b_2=-\frac{\tau(v_1-v_2)(1-e_1)}{1-e_1e_2},
\end{equation}
and the loss is
\begin{equation}
\tau^2\,\frac{(1-e_1)(1-e_2)}{1-e_1e_2}\,(v_1-v_2)^2\ \ge 0 .
\end{equation}
It vanishes when $v_x$ is preserved. That also happens in an anisotropic metal with equally oriented grains if the boundary is a crystal mirror plane and the conserved in-plane wavevector allows only one pair of states, one moving each way along the normal. Isotropy is therefore sufficient but not necessary. With more than one pair, an electron can pass to a state with a different $v_x$ even at a mirror plane.

As a case with a loss, take the cubic band $\varepsilon=k^2/2+0.1\,(k_1^4+k_2^4+k_3^4-0.6\,k^4)$ in scaled units, with $k_1,k_2,k_3$ along the crystal axes and a Fermi energy of 0.5. Its Fermi surface is a slightly warped sphere with a maximum-to-minimum speed ratio of 1.21. Let the current run along a crystal axis, and let the grains be turned by $\pm22.5^\circ$ about it. Reflection and transmission into the mirror-related grain then produce the same switch of $v_x$. At $D/\lambda=0.75$ the added resistivity is only $7\times10^{-4}$ percent of the bulk value. The smallness is special to current along the tilt axis. There $v_x=k_x[1+0.1(4k_x^2-2.4k^2)]$ changes only through $k^2$, so $v_1-v_2$ is of second order in the warping and the loss of fourth order. For current in the boundary plane but perpendicular to the tilt axis, the loss is of second order, and the same flight-path estimate gives roughly half a percent. The number also depends on the band chosen, not only on the shape of the Fermi surface and the misorientation, and does not bound other cases.

\section{The model beside copper lines}

The parameters are round values in the rough regime of copper at room temperature, where the resistivity is about 1.7 $\mu\Omega\,$cm and the mean free path about 40 nm. An average reflection of a few tenths is a plausible magnitude, but it varies with the boundary. Real lines also have outer surfaces, and their boundaries can be rough or curved. A film with two fully diffuse surfaces 60 nm apart, without grains, already has $\rho/\rho_0=1.30$, and a $60\times60$ nm line with four such surfaces has about 1.6. A diffuse fraction of 0.2 at one family of parallel boundaries 30 nm apart gives 1.10, as found above; bricks have two such families. These estimates need not simply add.

Real grains are also staggered. A crossing plane that stops at a side boundary leaves different $\Phi$ on the two sides of that boundary, and the brick solution no longer applies. In a simulation where the crossing planes shift by half a grain length across every side boundary, the three bricks give about 1.48, 1.24 and 1.75 in place of 1.53, 1.27 and 1.80, so the ordering is kept. Thermal smearing is small, with $k_BT/E_F=0.004$ at 300 K. The Fermi wavelength is 0.46 nm, 1.5 percent of a 30 nm spacing, so small irregularities in the spacing change the phase between planes strongly. The model leaves out all interference, and the size of its effect is not estimated here.

Within these conditions, lengthening grains along the current at fixed boundary area lowers the resistivity. Equation (\ref{eq:brick}), from which this follows, requires unbroken planes, the model law $R=c/(c+\mu)$ at the crossing planes, and side boundaries that are smooth and preserve the longitudinal velocity. The main computed values are collected in the numerical output below.

\section*{Table of computed values}
\begin{verbatim}
electron density: 8.50e+22 cm^-3
bulk mean free path: 40 nm; temperature: 300 K
reflection parameter c: 0.20 (dimensionless)
reflection at normal incidence: 0.1667
flux-averaged reflection: 0.2567
bulk resistivity rho0: 1.644 uohm cm
resistance x area of one crossed plane: 2.630e-12 ohm cm^2
plane stack, spacing 30 nm: rho_nn/rho0 = 1.5333
current at 0 deg to planes: rho/rho0 law 1.0000, walk 1.003
current at 30 deg to planes: rho/rho0 law 1.1333, walk 1.139
current at 45 deg to planes: rho/rho0 law 1.2667, walk 1.272
current at 60 deg to planes: rho/rho0 law 1.4000, walk 1.403
current at 90 deg to planes: rho/rho0 law 1.5333, walk 1.531
brick grains, current along first edge:
  30x30x30 nm: area/volume 0.1000 nm^-1, rho/rho0 1.5333, rho 2.520 uohm cm
  60x24x24 nm: area/volume 0.1000 nm^-1, rho/rho0 1.2667, rho 2.082 uohm cm
  20x40x40 nm: area/volume 0.1000 nm^-1, rho/rho0 1.8000, rho 2.958 uohm cm
if all planes counted as crossed: rho/rho0 = 2.6000
60x24x24 nm bricks, rho/rho0 along x, y, z:
  law  1.2667, 1.6667, 1.6667
  walk 1.275, 1.666, 1.676
other reflection laws, same flux average, 30 nm stack:
  constant R: rho_nn/rho0 = 1.665, walk 1.654
  constant R, current along planes: walk 1.004
  thin barrier: rho_nn/rho0 = 1.420
neglected effects (current along planes, 30 nm stack):
  diffuse fraction 0.2: rho/rho0 = 1.1034, walk 1.107
  fully diffuse planes: rho/rho0 = 1.6184
  diffuse outer surfaces 60 nm apart, no grains: rho/rho0 = 1.3017
  warped Fermi surface, warp 0.1, axes turned 22.5 deg:
    max/min Fermi speed 1.21, added resistivity 7.32e-04 percent
  Fermi energy 7.05 eV; kT/E_F = 3.67e-03
  Fermi wavelength 0.462 nm; wavelength/spacing = 0.0154
pair-loss check: Fourier 0.045184, formula 0.045184 (dimensionless)
\end{verbatim}
